**Inelastic mean free path from the dielectric loss function**

The program examines the first Born result $1/\lambda=(\pi a_0E)^{-1}\int_0^E dW\int_{q_-}^{q_+}(dq/q)\,\mathrm{Im}[-1/\varepsilon(q,W)]$. Here $\lambda$ is the mean free path, $E$ the electron energy, $k$ its wavevector, $W$ the energy loss, $\hbar q$ the momentum transfer, $a_0$ the Bohr radius, $\varepsilon$ the dielectric function and $q_\pm=k\pm\sqrt{k^2-2mW/\hbar^2}$. It asserts that the imaginary part of the density response of a small interacting ring, found by time propagation after a weak kick, agrees with the sum over excited states. It also asserts that the Born 1s–2s cross section of hydrogen, computed from the transition potential, agrees with the dielectric formula for a dilute gas. For a model insulator, an explicit golden-rule sum over plane waves in a box must reproduce the inverse path and the stopping power within 1 %. Further assertions cover the f-sum rule, the static dispersion relation, both orders of integration and the logarithmic growth at high energy. The search for the shortest path must end inside its energy interval. The output gives a mean free path of 0.629 nm and a mean loss of 33.7 eV for an 80 eV electron in the model, with the shortest path, 0.628 nm, at 83 eV.

## Numerical check

```python
"""
Result under test: first Born inverse inelastic mean free path of an electron,
  1/lambda = 1/(pi a0 E) * int_0^E dW int_{q-}^{q+} dq/q Im[-1/eps(q,W)],
  q+- = k +- sqrt(k^2 - 2 m W/hbar^2).
E: kinetic energy, k: wavevector, W: energy loss, hbar q: momentum transfer,
a0: Bohr radius, eps: longitudinal dielectric function of the medium.
Energies are in eV and lengths in m unless a name says otherwise.
Model medium: 1/eps = 1 + Ep^2/(W^2 - Wr^2 + i g W), Wr = W0 + hbar^2 q^2/2m.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0, c, pi
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

a0 = 4 * pi * epsilon_0 * hbar**2 / (m_e * e**2)
A = hbar**2 / (2 * m_e) / e              # eV m^2, so that E = A k^2
hartree = e / (4 * pi * epsilon_0 * a0)  # eV
Ep, W0, g = 20.0, 25.0, 10.0             # model parameters in eV


def loss(q, W):
    """Im(-1/eps) from the complex dielectric response of the model."""
    resonance = W0 + A * q**2
    inverse_eps = 1 + Ep**2 / (W**2 - resonance**2 + 1j * g * W)
    return -np.imag(inverse_eps)


nodes, weights = np.polynomial.legendre.leggauss(600)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2


def double_integral(E, power=0):
    """Integral of W^power * loss over dW dq/q, loss as outer variable.
    W = E(1-t^2) removes the square-root endpoint at W = E."""
    k = np.sqrt(E / A)
    t = unit_nodes[:, None]
    W = E * (1 - t) * (1 + t)
    log_range = np.log((1 + t) / (1 - t))
    q = k * (1 - t) * np.exp(log_range * unit_nodes[None, :])
    inner = (loss(q, W) * log_range) @ unit_weights
    W, t = W[:, 0], t[:, 0]
    return np.sum(unit_weights * 2 * E * t * W**power * inner)


def reversed_integral(E):
    """Same region with q as outer variable; the W integral is analytic."""
    k = np.sqrt(E / A)
    log_q = np.linspace(np.log(1e-7 * k), np.log(2 * k), 200001)
    q = np.exp(log_q)
    W_max = np.maximum(A * q * (2 * k - q), 0)
    resonance = W0 + A * q**2
    s = np.sqrt(resonance**2 - g**2 / 4)
    centre = resonance**2 - g**2 / 2
    inner = Ep**2 / (2 * s) * (np.arctan((W_max**2 - centre) / (g * s))
                               + np.arctan(centre / (g * s)))
    return trapezoid(inner, log_q)


# ---- Test: density response of an interacting system, kick versus states ----
# Two particles on a ring, hopping = 1, hbar = 1, repulsion 2/(1+distance).
M = 8
hop = np.zeros((M, M))
for site in range(M):
    hop[site, (site + 1) % M] = hop[(site + 1) % M, site] = -1
x1, x2 = [a.ravel() for a in np.meshgrid(range(M), range(M), indexing="ij")]
distance = np.minimum((x1 - x2) % M, (x2 - x1) % M)
H = np.kron(hop, np.eye(M)) + np.kron(np.eye(M), hop)
H = H + np.diag(2 / (1 + distance))
levels, states = np.linalg.eigh(H)
ground = states[:, 0]
q_ring = 2 * pi / M
rho_dagger = np.exp(1j * q_ring * x1) + np.exp(1j * q_ring * x2)
strengths = np.abs(states.T @ (rho_dagger * ground))**2
excitation = levels - levels[0]
kick, dt, eta = 1e-3, 0.02, 0.15
cosine = rho_dagger.real
psi = np.exp(-1j * kick * cosine) * ground
step = expm(-1j * H * dt)
times = np.arange(6001) * dt
signal = np.empty(times.size)
for i in range(times.size):
    signal[i] = np.sum(cosine * np.abs(psi)**2)
    psi = step @ psi
freqs = np.linspace(0.2, 8, 60)
chi_kick = np.array([trapezoid(np.exp((1j * w - eta) * times) * signal, times)
                     for w in freqs]) * 2 / kick
chi_states = np.array([np.sum(strengths * (1 / (w - excitation + 1j * eta)
                                           - 1 / (w + excitation + 1j * eta)))
                       for w in freqs])
ring_error = (np.max(np.abs(chi_kick.imag - chi_states.imag))
              / np.max(np.abs(chi_states.imag)))
assert ring_error < 1e-3   # time step and finite kick

# ---- Test: Born 1s-2s cross section of hydrogen versus dielectric formula ----
E_H = 200.0
W_H = 3 / 8 * hartree
k_in = np.sqrt(2 * E_H / hartree)            # in 1/a0
k_out = np.sqrt(2 * (E_H - W_H) / hartree)
r = np.linspace(1e-8, 40, 20001)             # in a0
density = 2 * np.exp(-r) * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
inside = cumulative_trapezoid(density * r**2, r, initial=0)
outside = cumulative_trapezoid(density * r, r, initial=0)
potential = inside / r + outside[-1] - outside
sigma_wave = 0.0
angle_nodes, angle_weights = np.polynomial.legendre.leggauss(160)
for mu, weight in zip(angle_nodes, angle_weights):
    q_au = np.sqrt(k_in**2 + k_out**2 - 2 * k_in * k_out * mu)
    amplitude = -2 * trapezoid(r**2 * np.sinc(q_au * r / pi) * potential, r)
    sigma_wave += weight * 2 * pi * k_out / k_in * amplitude**2
# Dilute gas: Im(-1/eps)/density = pi e^2/(eps0 q^2) |F|^2 delta(W - W_H)
form_squared = lambda x: 2**17 * x**4 / (4 * x**2 + 9)**6
gas_integral = quad(lambda x: pi * e**2 * a0**2 / epsilon_0
                    * form_squared(x) / x**3, k_in - k_out, k_in + k_out)[0]
sigma_dielectric = gas_integral / (pi * a0 * E_H * e) / a0**2
assert abs(sigma_wave / sigma_dielectric - 1) < 1e-3   # radial grid

# ---- Test: model obeys the f-sum rule and the static dispersion relation ----
q_test = np.sqrt(10 / A)


def loss_moment(q, power):
    f = lambda W: W**power * loss(q, W)
    return (quad(f, 0, 300, limit=400, points=[W0 + A * q**2])[0]
            + quad(f, 300, np.inf, limit=400)[0])


f_sum = loss_moment(q_test, 1)
assert abs(f_sum / (pi / 2 * Ep**2) - 1) < 1e-5
static_KK = 1 - 2 / pi * loss_moment(0.0, -1)
static_inverse = 1 - Ep**2 / W0**2
assert abs(static_KK - static_inverse) < 1e-5

# ---- Test: explicit golden-rule sum over final plane waves in a box ----
E = 80.0
k = np.sqrt(E / A)
v = hbar * k / m_e
N = 100
h = k / N                                   # spacing of box wavevectors
volume = (2 * pi / h)**3
nx, ny = np.meshgrid(np.arange(-N, N + 1), np.arange(-N, N + 1))
box_rate = box_loss_rate = 0.0
for nz in range(-N, N + 1):
    n_squared = nx**2 + ny**2 + nz**2
    allowed = n_squared < N**2
    W = A * h**2 * (N**2 - n_squared[allowed])
    q = h * np.sqrt((nx**2 + ny**2 + (nz - N)**2)[allowed])
    coulomb = e**2 / (epsilon_0 * q**2)
    structure = volume * loss(q, W) / (pi * coulomb)
    rate = 2 * pi / hbar * (coulomb / volume)**2 * structure
    box_rate += rate.sum()
    box_loss_rate += (W * rate).sum()
J = double_integral(E)
inverse_path = J / (pi * a0 * E)
stopping = double_integral(E, 1) / (pi * a0 * E)
box_ratio = box_rate / v / inverse_path
box_stop_ratio = box_loss_rate / v / stopping
assert abs(box_ratio - 1) < 0.01            # finite box spacing k/100
assert abs(box_stop_ratio - 1) < 0.01

# ---- Test: both integration orders, over the whole energy table ----
energies = [50.0, 80.0, 100.0, 200.0, 500.0, 1000.0]
table = []
for energy in energies:
    direct, swapped = double_integral(energy), reversed_integral(energy)
    assert abs(direct / swapped - 1) < 2e-4  # narrow ridge at high energy
    path = pi * a0 * energy / direct
    stop = double_integral(energy, 1) / (pi * a0 * energy)
    table.append((energy, path * 1e9, stop * 1e-9, stop * path))

# ---- Test: logarithmic growth at high energy (formal nonrelativistic limit) --
slope = (reversed_integral(2e5) - reversed_integral(1e5)) / np.log(2)
optical_area = loss_moment(0.0, 0)
assert abs(slope / (optical_area / 2) - 1) < 5e-3   # next term is of order 1/E

# ---- Shortest mean free path ----
best = minimize_scalar(lambda x: -reversed_integral(x) / x,
                       bounds=(15, 400), method="bounded")
E_min = best.x
path_min = pi * a0 * E_min / reversed_integral(E_min)
assert 16 < E_min < 399
assert path_min < min(row[1] for row in table) * 1e-9 * (1 + 1e-4)

# ---- Printed numbers ----
root = np.sqrt(1 - W0 / E)
q_low, q_high = k * (1 - root), k * (1 + root)
inner_W0 = quad(lambda y: loss(np.exp(y), W0), np.log(q_low),
                np.log(q_high))[0]
print(f"Model strength Ep = {Ep:.1f} eV")
print(f"Model resonance W0 = {W0:.1f} eV")
print(f"Model width gamma = {g:.1f} eV")
print(f"Static dielectric constant = {1 / static_inverse:.4f}")
print(f"Static 1/eps: model {static_inverse:.6f}, from loss {static_KK:.6f}")
print(f"f-sum integral = {f_sum:.4f} eV^2")
print(f"pi Ep^2/2 = {pi / 2 * Ep**2:.4f} eV^2")
print(f"Bohr radius = {a0 * 1e9:.7f} nm")
print(f"Electron energy E = {E:.1f} eV")
print(f"Wavevector k = {k * 1e-9:.4f} nm^-1")
print(f"Speed v = {v:.4e} m/s")
print(f"Born parameter e^2/(4 pi eps0 hbar v) = "
      f"{e**2 / (4 * pi * epsilon_0 * hbar * v):.4f}")
print(f"q- at W = W0: {q_low * 1e-9:.4f} nm^-1")
print(f"q+ at W = W0: {q_high * 1e-9:.4f} nm^-1")
print(f"Inner q integral at W = W0: {inner_W0:.5f}")
print(f"1/(pi a0 E) = {1e-9 / (pi * a0 * E):.6f} nm^-1 eV^-1")
print(f"Inverse path per eV at W0 = "
      f"{1e-9 * inner_W0 / (pi * a0 * E):.6f} nm^-1 eV^-1")
print(f"Double integral = {J:.5f} eV")
print(f"Inverse mean free path = {inverse_path * 1e-9:.5f} nm^-1")
print(f"Mean free path = {1e9 / inverse_path:.5f} nm")
print(f"Mean free path = {1e10 / inverse_path:.4f} angstrom")
print(f"Collision rate = {v * inverse_path:.4e} s^-1")
print(f"Stopping power = {stopping * 1e-9:.4f} eV/nm")
print(f"Mean loss per collision = {stopping / inverse_path:.4f} eV")
print(f"Box sum / double integral, inverse path = {box_ratio:.5f}")
print(f"Box sum / double integral, stopping = {box_stop_ratio:.5f}")
print("E (eV), path (nm), stopping (eV/nm), mean loss (eV):")
for row in table:
    print(f"{row[0]:7.0f} {row[1]:9.4f} {row[2]:9.3f} {row[3]:9.3f}")
print(f"Shortest path at E = {E_min:.1f} eV")
print(f"Shortest path = {path_min * 1e9:.4f} nm")
print(f"Optical loss area = {optical_area:.4f} eV")
print(f"High-energy slope: computed {slope:.4f} eV")
print(f"High-energy slope: half area {optical_area / 2:.4f} eV")
print(f"E/(m c^2) at 1000 eV = {1000 * e / (m_e * c**2):.5f}")
print(f"Hydrogen test: E = {E_H:.1f} eV, 1s-2s loss = {W_H:.4f} eV")
print(f"1s-2s cross section, wave = {sigma_wave:.6f} a0^2")
print(f"1s-2s cross section, dielectric = {sigma_dielectric:.6f} a0^2")
print(f"Ring response, largest relative deviation = {ring_error:.1e}")
print("all assertions hold")
```

Printed output:

```
Model strength Ep = 20.0 eV
Model resonance W0 = 25.0 eV
Model width gamma = 10.0 eV
Static dielectric constant = 2.7778
Static 1/eps: model 0.360000, from loss 0.360000
f-sum integral = 628.3185 eV^2
pi Ep^2/2 = 628.3185 eV^2
Bohr radius = 0.0529177 nm
Electron energy E = 80.0 eV
Wavevector k = 45.8230 nm^-1
Speed v = 5.3048e+06 m/s
Born parameter e^2/(4 pi eps0 hbar v) = 0.4124
q- at W = W0: 7.8286 nm^-1
q+ at W = W0: 83.8174 nm^-1
Inner q integral at W = W0: 0.60257
1/(pi a0 E) = 0.075190 nm^-1 eV^-1
Inverse path per eV at W0 = 0.045307 nm^-1 eV^-1
Double integral = 21.14926 eV
Inverse mean free path = 1.59021 nm^-1
Mean free path = 0.62885 nm
Mean free path = 6.2885 angstrom
Collision rate = 8.4358e+15 s^-1
Stopping power = 53.6391 eV/nm
Mean loss per collision = 33.7309 eV
Box sum / double integral, inverse path = 0.99968
Box sum / double integral, stopping = 1.00000
E (eV), path (nm), stopping (eV/nm), mean loss (eV):
     50    1.0023    25.108    25.165
     80    0.6288    53.639    33.731
    100    0.6447    55.318    35.663
    200    0.8958    44.148    39.549
    500    1.6902    25.300    42.763
   1000    2.8916    15.386    44.491
Shortest path at E = 83.0 eV
Shortest path = 0.6281 nm
Optical loss area = 22.3628 eV
High-energy slope: computed 11.1853 eV
High-energy slope: half area 11.1814 eV
E/(m c^2) at 1000 eV = 0.00196
Hydrogen test: E = 200.0 eV, 1s-2s loss = 10.2043 eV
1s-2s cross section, wave = 0.092835 a0^2
1s-2s cross section, dielectric = 0.092835 a0^2
Ring response, largest relative deviation = 5.4e-07
all assertions hold
```
